# Depth of a Buried Marker from Photoelectron Loss Areas

## Question

A thin layer of marker atoms is buried under a flat, uniform silicon cap. X-rays release core electrons from the marker with kinetic energy of about 1200 eV. The analyser accepts electrons leaving at angle $\theta$ from the surface normal. Their total inelastic mean free path in the cap is $\lambda=2.5$ nm.

An extrinsic loss is an energy loss suffered during transport through the cap. An intrinsic loss accompanies the creation of the core hole. After background and intrinsic losses have been removed, let $A_0$ be the area of the no-loss peak and $A_1$ the area, over all loss energies, of electrons with one extrinsic loss. The measured ratio is $r=A_1/A_0=0.6$ at $\theta=0$.

Unless a part says otherwise, take straight paths, independent losses, a mean free path unchanged by a loss, and no surface losses. The analyser response is the same for both areas.

**(a)** Find the probability $P_n$ that an electron escapes after $n$ losses.

**(b)** Infer the marker depth $d$. What ratio would the same marker give at $\theta=60^\circ$?

**(c)** Single and multiple losses overlap in energy. Show how $A_1/A_0$ can be recovered from the spectrum. What depth follows if the whole loss tail, or the raw area up to 25 eV loss, is used as $A_1$?

**(d)** The relative standard errors of $r$ and $\lambda$ are 5% and 10%, and are independent. Find the standard error of $d$.

**(e)** Keep the true depth at the value found in (b). Find the shift in apparent depth, $r\lambda-d$, caused separately by:

1. an unremoved intrinsic loss with one-loss to no-loss ratio $b=0.10$;
2. a uniform marker of thickness $w=0.5$ nm, centred at $d$;
3. a mean free path proportional to (energy)$^{0.75}$, when the first loss is one bulk plasmon;
4. an acceptance cone of half-angle $10^\circ$ about the normal.

**(f)** Determine the sign of the shift caused by elastic deflection, and interpret a trajectory calculation of its size. Then estimate the effect of surface plasmons left in $A_1$. For these, use modes of frequency $\omega_s$ and in-plane wavevector $Q$, whose squared coupling to an electron at height $z$ is $\pi\omega_s e^{-2Q|z|}/(AQ)$ in atomic units, where $A$ is the surface area.

## Model answers

### (a) Loss probabilities

Let $s$ be the distance travelled. In a short distance $ds$, an electron has probability $ds/\lambda$ of losing energy. The group with $n$ losses gains members from the group with $n-1$ and loses members to the group with $n+1$:

$$
\frac{dP_0}{ds}=-\frac{P_0}{\lambda},\qquad
\frac{dP_n}{ds}=\frac{P_{n-1}-P_n}{\lambda}\quad(n\geq1).
$$

Initially $P_0=1$ and every other $P_n$ is zero. Put $x=s/\lambda$ and $P_n=e^{-x}p_n$. Since

$$
\frac{dP_n}{dx}=e^{-x}\left(\frac{dp_n}{dx}-p_n\right),
$$

the terms $-e^{-x}p_n$ cancel on the two sides, leaving

$$
\frac{dp_0}{dx}=0,\qquad \frac{dp_n}{dx}=p_{n-1}.
$$

Thus $p_0=1$, and successive integration from $x=0$ gives $p_1=x$, $p_2=x^2/2$ and, by induction, $p_n=x^n/n!$. Therefore

$$
P_n=\frac{x^n}{n!}e^{-x}.
$$

This is a Poisson distribution with mean $x$.

### (b) Depth and emission angle

A straight path from depth $d$ has length $s=d/\cos\theta$. The number of marker atoms and the common analyser response multiply both areas, so they cancel:

$$
r=\frac{P_1}{P_0}=\frac{xe^{-x}}{e^{-x}}=x=\frac{d}{\lambda\cos\theta},
\qquad d=r\lambda\cos\theta.
$$

At normal emission,

$$
d=0.6\times2.5\ \text{nm}\times1=1.5\ \text{nm},
$$

or 15 angstrom. The numerical solution of the rate equations gives $P_0=0.5488$, $P_1=0.3293$ and $P_2=0.0988$. The quotient of the first two is $0.3293/0.5488=0.600$.

At $60^\circ$ the path doubles, so $r=1.5/(2.5\times0.5)=1.2$. Sampling random free paths gave 0.598 at normal emission and 1.204 at $60^\circ$, in agreement with the formula within sampling noise.

The ratio increases steadily with depth, whereas $P_1$ alone does not: $dP_1/dx=(1-x)e^{-x}$ changes sign at $x=1$. Normalizing by the no-loss peak therefore removes both the unknown marker amount and this ambiguity. For a very shallow marker $r$ tends to zero, and small unremoved losses dominate it. For a deep marker the no-loss peak decreases as $e^{-x}$, and the ratio becomes hard to measure.

If the cap has layers with different mean free paths, the same derivation holds with $x=\int ds/\lambda$. The ratio then gives this integral; a depth requires the layer structure as well.

### (c) Separating overlapping losses

Let $K(T)$ be the distribution of energy $T$ lost in one event, normalized to unit area. The loss spectrum $F(T,s)$ obeys

$$
\frac{\partial F}{\partial s}=\frac{K*F-F}{\lambda},
$$

where the star denotes convolution. A Fourier transform over $T$, marked by a hat, turns convolution into multiplication:

$$
\frac{d\hat F}{ds}=\frac{\hat K-1}{\lambda}\hat F,
\qquad \hat F=e^{x(\hat K-1)}.
$$

The initial condition is $\hat F=1$, because the unscattered line is a unit delta function at $T=0$. Its no-loss part after transport is $e^{-x}$. Hence

$$
\ln\frac{\hat F}{e^{-x}}=x\hat K .
$$

The inverse transform is $xK(T)$, the one-loss spectrum relative to the no-loss area. Its area is $x$, since $K$ has unit area. Here $|x\hat K|\leq0.6<\pi$, so the principal branch of the logarithm is the correct one. A common instrumental broadening cancels in the quotient wherever its transform is non-zero, although noise is amplified where that transform is small.

As a test, a spectrum was made by integrating the transport equation over depth with

$$
K(T)\propto\frac{T}{(T^2-E_p^2)^2+\Gamma^2T^2},\qquad \Gamma=5.0\ \text{eV}.
$$

The plasmon energy $E_p$ follows from the free-electron formula $\omega_p=\sqrt{4\pi n}$ in atomic units. With four valence electrons per atom, eight atoms per cubic cell and a lattice constant set to 0.543 nm as a model input, it is 16.6 eV. The logarithm recovered a ratio of 0.600000 from the complete spectrum.

The whole tail contains every $n\geq1$. Its area relative to the no-loss peak is

$$
\frac{1-P_0}{P_0}=e^x-1=0.822.
$$

Mistaking it for $r$ gives $0.822\times2.5=2.06$ nm, which is 0.56 nm too deep. A complete tail is still useful: $x=\ln(1+0.822)=0.600$. This use requires the tail to be measured over all losses and separated from other background.

With 1 eV bins, counting the whole bin centred on 25 eV, the raw area gives a ratio of 0.572 and a depth of 1.43 nm. Finer bins ending exactly at 25 eV give 0.567 and 1.42 nm. The window omits single losses above 25 eV and admits some multiple losses below it. In this model the omission is larger. Both the size and the sign of the error depend on the chosen loss shape and window: with the same loss shape, a window ending at 30 eV gives a ratio of about 0.62, which is too large.

If one loss channel $j$ is selected, its population obeys $dP_{1j}/ds=P_0/\lambda_j-P_{1j}/\lambda$. The substitution used in (a) gives $P_{1j}/P_0=s/\lambda_j$. A pure plasmon area must therefore be paired with the plasmon mean free path $\lambda_j$, not the total one.

### (d) Standard error

At fixed angle, $\ln d=\ln r+\ln\lambda+\text{constant}$. For small errors, $\delta d/d=\delta r/r+\delta\lambda/\lambda$. Squaring and averaging removes the cross term because the errors are independent:

$$
\frac{\sigma_d}{d}=\sqrt{0.05^2+0.10^2}=0.112,
\qquad \sigma_d=0.112\times1.5=0.17\ \text{nm}.
$$

The mean free path contributes most of this error. The depth is $1.5\pm0.2$ nm before errors of the model are considered.

### (e) Four corrections at fixed true depth

**1. Intrinsic loss.** Let the source create electrons with zero or one intrinsic loss in amounts $a_0$ and $a_1=ba_0$. One loss in total can arise in transport or at the source:

$$
r=\frac{a_0P_1+a_1P_0}{a_0P_0}=x+b.
$$

The apparent depth rises by $b\lambda=0.10\times2.5=0.25$ nm.

**2. Marker thickness.** Let $u$ be the displacement from the marker's centre divided by $\lambda$, and let $h=w/(2\lambda)=0.1$. Take the mean free path inside the marker to equal that in the cap. Integrating both areas over the marker gives

$$
r=\frac{\int_{-h}^{h}(x+u)e^{-(x+u)}du}{\int_{-h}^{h}e^{-(x+u)}du}
=x+\frac{\int_{-h}^{h}ue^{-u}du}{\int_{-h}^{h}e^{-u}du}.
$$

The denominator is $2\sinh h$. The numerator is

$$
\left[-(u+1)e^{-u}\right]_{-h}^{h}
=(1-h)e^h-(1+h)e^{-h}=2\sinh h-2h\cosh h.
$$

Therefore $r=x+1-h\coth h$, and the apparent shift is $-0.008$ nm. It is negative because $r$ is an average of depth over the no-loss electrons, and more of these come from the shallower half of the marker.

**3. Changed mean free path.** After one plasmon loss,

$$
\lambda'=2.5\left(\frac{1200-16.6}{1200}\right)^{0.75}=2.474\ \text{nm}.
$$

The one-loss equation becomes $dP_1/ds=P_0/\lambda-P_1/\lambda'$. Write $P_1=qP_0$ and use $dP_0/ds=-P_0/\lambda$. Then

$$
\frac{dq}{ds}=\frac1\lambda-q\left(\frac1{\lambda'}-\frac1\lambda\right)
=\frac{1-\delta q}{\lambda},\qquad \delta=\frac{\lambda}{\lambda'}-1.
$$

With $q(0)=0$, integration gives $r=q=(1-e^{-x\delta})/\delta$. This tends to $x$ as $\delta\to0$. The shift is $-0.005$ nm: electrons that have lost energy are removed slightly faster.

**4. Acceptance cone.** Let $c=\cos\theta$. For an isotropic marker and uniform acceptance in solid angle, the solid-angle element is proportional to $dc$. With $x=d/\lambda$ defined at normal emission,

$$
r=\frac{\int_{\cos10^\circ}^{1}(x/c)e^{-x/c}dc}{\int_{\cos10^\circ}^{1}e^{-x/c}dc}.
$$

Numerical integration gives a shift of $+0.0115$ nm, because oblique paths are longer. For these settings, the last three effects are small beside the 0.17 nm standard error; the intrinsic loss is not.

### (f) Elastic deflection and surface loss

Elastic collisions change direction but not the loss number. For a path of length $s$, the no-loss and one-loss weights remain $e^{-s/\lambda}$ and $(s/\lambda)e^{-s/\lambda}$. Averaging over paths, shown by angle brackets,

$$
r=\frac{\langle(s/\lambda)e^{-s/\lambda}\rangle}{\langle e^{-s/\lambda}\rangle}\geq\frac d\lambda,
$$

because every escaping path has $s\geq d$. At normal emission the apparent depth therefore cannot decrease. At oblique emission the straight path is $d/\cos\theta$, and deflected electrons can escape by shorter paths, so this argument does not fix the sign there.

For a size, silicon was taken to extend below the marker as well, and trajectories were sampled from an isotropic source with the Born cross section of a screened silicon nucleus. In atomic units this is $4Z^2/(q^2+\mu^2)^2$, where $Z=14$, $q$ is the momentum transfer and $\mu=Z^{1/3}/0.885$. The model's elastic mean free path is about 1.9 nm. Its transport mean free path, which weights each collision by one minus the cosine of the deflection, is about 16 nm. Collisions are frequent, but half of them turn the electron by less than about $16^\circ$.

The sampled ratio is 0.677, uncertain in its last digit, a shift of about $+0.2$ nm. As a test, paths were followed both inward from the detector and outward from the marker for exit cosines above 0.95. The ratios were 0.697 and 0.698. This agreement tests the path calculation, not the Born cross section. The Born approximation needs $Z/v\ll1$ in atomic units, whereas here $Z/v\approx1.5$. Summing partial waves for the same screened potential gives an elastic mean free path of about 3.7 nm, a transport mean free path of about 20 nm and a shift of about $+0.16$ nm. The sign is unchanged, but the Born size is only a rough guide.

For surface plasmons, first check the coupling. The second-order energy shift of a fixed charge at $z>0$ is minus the sum of squared coupling divided by $\omega_s$. Replacing the sum by $A\int Q\,dQ/(2\pi)$ gives

$$
-\frac12\int_0^\infty e^{-2Qz}dQ=-\frac1{4z},
$$

which is the classical image energy. Now let the electron cross normally at constant speed $v$, with $z=vt$. The magnitude of a mode's excitation amplitude is its coupling at the surface times

$$
\int_{-\infty}^{\infty}e^{-Qv|t|+i\omega_st}dt=\frac{2Qv}{Q^2v^2+\omega_s^2}.
$$

A prescribed charge excites each harmonic mode with a Poisson distribution, whose mean is the squared amplitude. Summing these means gives

$$
N_s=\int_0^\infty\frac{\omega_s}{2}\frac{4Q^2v^2}{(Q^2v^2+\omega_s^2)^2}dQ
=2\omega_sv^2\int_0^\infty\frac{Q^2dQ}{(Q^2v^2+\omega_s^2)^2}.
$$

Set $Q=(\omega_s/v)\tan\alpha$. The last integral becomes $(\omega_sv^3)^{-1}\int_0^{\pi/2}\sin^2\alpha\,d\alpha=\pi/(4\omega_sv^3)$, so

$$
N_s=\frac{\pi}{2v},\qquad v=\sqrt{2E}.
$$

At $E=1200$ eV, converted to atomic units before use, $N_s=0.167$. Independent Poisson means add. If the bulk loss were unchanged by the surface, surface losses left in $A_1$ would give $r=x+N_s$ and a shift of $0.167\times2.5\approx0.4$ nm.

The surface also weakens the bulk loss near it. For a complete crossing, with bulk plasmon modes that vanish at the surface, this removes a mean of 0.084 bulk losses, half of $N_s$. Since $A_1$ covers all loss energies, the net shift is then about 0.2 nm. This estimate is for the electron alone. In photoemission the electron starts at finite depth and leaves a core hole, which excites the same plasmons; interference between the two can reverse the sign of the net shift, as discussed below. The model surface plasmon lies at $E_p/\sqrt2=11.7$ eV, 4.9 eV below the bulk plasmon. That separation is close to the chosen 5.0 eV bulk-loss width, so the two losses need not appear as separate peaks.

### The real film

A mean free path of 2.5 nm is a reasonable rough value for electrons near 1 keV in silicon. At 1200 eV the widely used TPP-2M formula gives about 2.8 nm, so the exercise value is some 10% low for a real film. In air, however, silicon grows an oxide whose thickness can be comparable with this cap, so a single bulk-silicon mean free path may be wrong. A 10% error in its effective value moves the inferred depth by 0.15 nm.

The larger estimated shifts, from intrinsic loss, elastic deflection and surface loss, are all positive when each is taken alone. The plasmon losses cannot simply be added, however, because the electron and the core hole excite the same plasmons and their amplitudes interfere. In the plasmon model of (f), with a hole created suddenly at 1.5 nm, surface effects and interference together lower the mean loss number by about 0.10 relative to independent bulk and intrinsic losses. This is a shift of about $-0.25$ nm if the plasmon wavevector has no upper limit, and about $-0.22$ nm if its in-plane component is limited to 0.6 inverse bohr; limiting its full magnitude to that value leaves about $-0.25$ nm. The reference here is the model's own pair of losses. Without a wavevector limit both diverge and only the difference is finite, and with the magnitude limited to 0.6 inverse bohr the model's intrinsic loss is about 0.31, not the 0.10 assumed in (e). The plasmons are also undamped and have no dispersion, so the size is only indicative for a real film. Subtracting the intrinsic loss of a hole deep in the bulk can therefore leave a ratio that is too small. The stated depth belongs to a ratio corrected for interference as well as for the three separate effects. The numerical output lists the separate estimates, which should not be treated as a universal correction for other films.

## Computed results

```
Input one-loss to no-loss ratio: 0.6000
Input inelastic mean free path: 2.5000 nm
Inferred marker depth: 1.5000 nm
Inferred marker depth, converted: 15.00 angstrom
No-loss probability: 0.5488
One-loss probability: 0.3293
Two-loss probability: 0.0988
Sampled ratio at normal emission: 0.598
Formula ratio at 60 degrees: 1.2000
Sampled ratio at 60 degrees: 1.204
Rough silicon lattice constant: 0.543 nm
Free-electron silicon plasmon energy: 16.60 eV
Chosen loss width: 5.0 eV
Ratio recovered from full spectrum: 0.600000
Whole-tail ratio: 0.8221
Depth if whole tail is mistaken for one loss: 2.0552 nm
Raw window upper edge: 25 eV
Raw window ratio: 0.5718
Depth from raw window: 1.4296 nm
Chosen relative error of ratio: 5.0 percent
Chosen relative error of mean free path: 10.0 percent
Combined depth uncertainty: 0.1677 nm
Chosen intrinsic one-loss to no-loss ratio: 0.1000
Apparent depth shift, intrinsic loss: 0.2500 nm
Chosen marker thickness: 0.50 nm
Apparent depth shift, marker thickness: -0.0083 nm
Chosen electron kinetic energy: 1200 eV
Rough mean-free-path energy exponent: 0.75
Mean free path after one plasmon loss: 2.4740 nm
Apparent depth shift, changed mean free path: -0.0047 nm
Chosen acceptance half-angle: 10.0 degrees
Apparent depth shift, acceptance cone: 0.0115 nm
Model elastic mean free path: 1.94 nm
Model transport mean free path: 15.55 nm
Ratio with elastic scattering: 0.677
Apparent depth shift, elastic scattering: 0.194 nm
Elastic test ratio, inward paths: 0.697
Elastic test ratio, outward paths: 0.698
Surface plasmon energy: 11.74 eV
Mean surface quanta, complete crossing: 0.1673
Apparent depth shift, unseparated surface loss: 0.4181 nm
```
